# A Stark level of hydrogen is a resonance, not a bound state

A static uniform field, however weak, leaves the hydrogen atom with no bound state. Its spectrum is the whole real line, and what is called a Stark level is a resonance with a finite width. The lowest energy of a real finite-basis calculation is therefore no approximation to a ground-state energy. It falls without limit as pairs of functions with neighbouring angular momenta, the same magnetic quantum number about the field axis and comparable spatial extent are made more and more diffuse.

The Hamiltonian, in atomic units and with a fixed nucleus, is

$$H=\frac{p^2}{2}-\frac1r+Fz,\qquad F>0 .$$

The field pulls the electron towards negative $z$. Relativity and spin are left out. Energies are in hartree and lengths in bohr.

## The counter-example: two functions are enough

The claim to be refuted is that the field merely shifts the ground level, so that the lowest root of a growing basis converges to the shifted energy from above.

Take a normalized s Gaussian and mix it equally with the $p_z$ Gaussian of the same exponent $\alpha$:

$$s=\left(\frac{2\alpha}{\pi}\right)^{3/4}e^{-\alpha r^2},\qquad
\phi=\frac{1}{\sqrt2}\left(1-2\sqrt\alpha\,z\right)s .$$

Let brackets denote averages over $s^2$. Then $\langle z\rangle=0$, $\langle z^2\rangle=1/(4\alpha)$, $\langle r^2\rangle=3/(4\alpha)$ and $\langle r^2z^2\rangle=5/(16\alpha^2)$. The norm of $\phi$ is $\tfrac12(1+4\alpha\langle z^2\rangle)=1$. Its mean position comes from the cross term:

$$\langle\phi|z|\phi\rangle=\tfrac12\left(-4\sqrt\alpha\,\langle z^2\rangle\right)=-\frac{1}{2\sqrt\alpha}.$$

For the kinetic energy, the gradient is

$$\nabla\phi=\frac{s}{\sqrt2}\left[-2\alpha\,\mathbf r\,(1-2\sqrt\alpha z)-2\sqrt\alpha\,\hat{\mathbf z}\right].$$

Squaring it, and dropping averages that are odd in $z$, gives

$$\frac12\int|\nabla\phi|^2=\frac14\left[4\alpha^2\left(\langle r^2\rangle+4\alpha\langle r^2z^2\rangle\right)-16\alpha^2\langle z^2\rangle+4\alpha\right]
=\frac14(8\alpha-4\alpha+4\alpha)=2\alpha .$$

The Coulomb energy is negative, so

$$\langle\phi|H|\phi\rangle<2\alpha-\frac{F}{2\sqrt\alpha}\;\longrightarrow\;-\infty\qquad(\alpha\to0).$$

The lowest root of any basis containing the pair cannot exceed this expectation value. Spreading the function costs little kinetic energy, while the field energy gained grows with the displacement.

Take $F=0.001$ a.u. and $\alpha=10^{-7}$. Then $\sqrt\alpha=3.162\times10^{-4}$, and the bound is $2\times10^{-7}-0.001/(6.325\times10^{-4})=-1.581$. A compact s, p, d basis gives a lowest root of $-0.50000205$. Adding this one pair brings the lowest root to $-1.5816$, while a root at $-0.50000205$ survives higher up. The atom-like answer was not improved; it merely ceased to be the lowest one.

For functions centred on the nucleus, two neighbouring angular momenta with the same $m$ about the field axis are needed; an s, $p_x$ pair is not coupled by $z$ and does not collapse. In a nucleus-centred s-only basis every matrix element of $z$ vanishes by parity, so the field has no effect at all: there is neither a Stark shift nor a collapse. A displaced function needs no partner: an s Gaussian centred at $z=-L$ has $\langle H\rangle<3\alpha/2-FL$, which also falls without limit as $L$ grows.

For $F=0.06$ a.u., or $3.085\times10^{10}$ V/m, a larger Gaussian basis with $l=0,\dots,8$, $m=0$ and exponents in ratio 2 (largest 2048 for s and 16 otherwise) gives the following roots as its smallest exponent is lowered. The "1s-like" root is the one whose eigenvector has the largest overlap with the field-free ground state in the same basis.

| $\alpha_{\min}$ (bohr$^{-2}$) | lowest | 1s-like | 1s weight |
|---|---|---|---|
| 0.0625 | −0.5091 | −0.5091 | 0.971 |
| 0.03125 | −0.5352 | −0.5089 | 0.955 |
| 0.007812 | −1.2559 | −0.5092 | 0.963 |
| 0.000977 | −3.6026 | −0.5107 | 0.718 |

The lowest root collapses. The 1s-like root stays near $-0.51$ but does not settle. Its 1s weight drops when a root of the discretized continuum happens to lie close: in the last row a neighbour at $-0.5042$ carries a weight of 0.251, so that the two together hold 0.969. The drop is no steady trend and depends on the basis. At the same $\alpha_{\min}$ the weight is 0.963 with exponent ratio 1.7, and 0.537 with $l$ up to 10.

## The correct statement

For the Hamiltonian above with any $F>0$:

1. every real energy belongs to the spectrum;
2. no energy has a square-integrable eigenfunction;
3. the atomic level survives as a resonance, a complex energy $E_r-i\Gamma/2$ belonging to an outgoing wave.

The first two parts are proved next, taking $H$ as the self-adjoint operator defined by the expression above. For the third, the resonance condition is derived and then solved numerically for the ground level.

## Every real energy is in the spectrum

If $E$ were outside the spectrum, $(H-E)^{-1}$ would be bounded, and $\|(H-E)\phi\|$ could not be made arbitrarily small for normalized $\phi$. It therefore suffices to construct such functions for every real $E$.

First omit the Coulomb term and the transverse motion. In momentum space $z=i\,d/dp$, and the equation $(p^2/2+iF\,d/dp)\chi=E\chi$ has the solution

$$\chi(p)=\exp\left[-\frac{i}{F}\left(Ep-\frac{p^3}{6}\right)\right].$$

It has modulus one and is not normalizable. Multiply it by a real envelope $G(p)$ whose square is a normalized Gaussian of variance $s^2$. The derivative acting on $\chi$ cancels the other terms, leaving $iFG'\chi$. Since $G'=-pG/(2s^2)$, the norm of this residual is $F\|G'\|=F/(2s)$.

For the transverse motion use a Gaussian with standard deviation $q$ in each of $p_x$ and $p_y$. Then $\langle p_\perp^4\rangle=(3+3+2)q^4=8q^4$, so the kinetic residual has norm $\sqrt{8q^4/4}=\sqrt2\,q^2$. The cross term between the two residuals is proportional to $\int G'G\,dp=0$, and they add in quadrature:

$$\|(H_0-E)\phi\|=\sqrt{\frac{F^2}{4s^2}+2q^4},\qquad H_0=\frac{p^2}{2}+Fz .$$

This is as small as desired for large $s$ and small $q$.

Now shift $\phi$ by a distance $L$ along $x$. The operator $H_0$ does not contain $x$, so the residual is unchanged. The Coulomb contribution satisfies

$$\left\|\frac{\phi_L}{r}\right\|^2\le 2\pi L\sup_{r<L/2}|\phi_L|^2+\frac{4}{L^2},$$

because $\int_{r<L/2}r^{-2}d^3r=2\pi L$. Inside that sphere the shifted transverse Gaussian is of order $e^{-cL^2}$ with some $c>0$, so both terms vanish as $L\to\infty$. Hence $E$ is in the spectrum.

For example, take $F=0.06$, $s=3$, $q=0.05$, $L=200$ and $E=-3$, far below the atomic level. The axial residual is $0.06/6=0.0100$, the transverse one is $0.0035$ and the Coulomb one is $0.0043$. The total is at most $\sqrt{0.0100^2+0.0035^2}+0.0043=0.015$.

## No eigenfunction is normalizable

A continuous spectrum could still contain embedded bound states. Parabolic coordinates exclude them for hydrogen. Let

$$\xi=r+z,\qquad \eta=r-z,$$

so that $r=(\xi+\eta)/2$, $z=(\xi-\eta)/2$ and $\rho^2=x^2+y^2=\xi\eta$. The coordinates are orthogonal, with squared scale factors $(\xi+\eta)/(4\xi)$, $(\xi+\eta)/(4\eta)$ and $\xi\eta$. The volume element is therefore $\tfrac14(\xi+\eta)\,d\xi\,d\eta\,d\varphi$, and

$$\nabla^2=\frac{4}{\xi+\eta}\left[\partial_\xi\xi\partial_\xi+\partial_\eta\eta\partial_\eta\right]+\frac{1}{\xi\eta}\partial_\varphi^2 .$$

Since $H$ commutes with $L_z$, an eigenfunction may be taken as $\psi=\Psi(\xi,\eta)e^{im\varphi}/\sqrt{\xi\eta}$. Multiply $(H-E)\psi=0$ by $-(\xi+\eta)/2$ and use

$$\partial_\xi\xi\partial_\xi\frac{f}{\sqrt\xi}=\sqrt\xi\left(f''+\frac{f}{4\xi^2}\right).$$

The Coulomb term becomes the constant 1, and the field term becomes $-F(\xi^2-\eta^2)/4$. The result is

$$\xi\left[\partial_\xi^2+\frac E2+\frac{1-m^2}{4\xi^2}-\frac{F\xi}{4}\right]\Psi
+\eta\left[\partial_\eta^2+\frac E2+\frac{1-m^2}{4\eta^2}+\frac{F\eta}{4}\right]\Psi+\Psi=0 .$$

The field confines the motion in $\xi$ and opens it in $\eta$. At fixed real $E$, the $\xi$ equation

$$f_n''+\left[\frac E2+\frac{Z_1}{\xi}+\frac{1-m^2}{4\xi^2}-\frac{F\xi}{4}\right]f_n=0$$

is a confining Sturm–Liouville problem with eigenvalue $Z_1$ and weight $1/\xi$. Its regular solutions $f_n$ are discrete, complete and may be chosen real and orthonormal. Define

$$g_n(\eta)=\int_0^\infty f_n(\xi)\Psi(\xi,\eta)\frac{d\xi}{\xi}.$$

Integration by parts moves the $\xi$ operator onto $f_n$. The boundary terms vanish, since both functions are regular at $\xi=0$ and $f_n$ decays faster than exponentially. Thus

$$g_n''+k^2g_n=0,\qquad k^2=\frac E2+\frac{Z_2}{\eta}+\frac{1-m^2}{4\eta^2}+\frac{F\eta}{4},\qquad Z_2=1-Z_1 .$$

The norm of $\psi$ is

$$\int|\psi|^2d^3r=\frac{\pi}{2}\iint|\Psi|^2\left(\frac1\xi+\frac1\eta\right)d\xi\,d\eta .$$

If it is finite, so is its first part. By completeness, $\iint|\Psi|^2\,d\xi\,d\eta/\xi=\sum_n\int|g_n|^2d\eta$. Every $g_n$ must then be square integrable.

No nonzero solution has this property. At large $\eta$, where $k^2>0$, set $g=k^{-1/2}w$ and $d\tau=k\,d\eta$. The first-derivative terms cancel, leaving

$$\frac{d^2w}{d\tau^2}+(1+Q)w=0,\qquad Q=k^{-3/2}\frac{d^2}{d\eta^2}k^{-1/2}=O(\eta^{-3}).$$

For real $w$, let $R=w^2+(dw/d\tau)^2$. Then $dR/d\tau=-2Qw\,dw/d\tau$, so $|dR/d\tau|\le|Q|R$. Since $\int|Q|d\tau$ converges, $\ln R$ has a finite limit and $R\to A^2>0$. The solution therefore oscillates as

$$g\simeq\frac{A}{\sqrt k}\sin(\tau+\delta),\qquad k\simeq\tfrac12\sqrt{F\eta}.$$

Its amplitude falls only as $\eta^{-1/4}$. Replacing $\sin^2$ by its mean $\tfrac12$, and using $dk\simeq F\,d\eta/(8k)$,

$$\int_{\eta_a}^{\eta_b}g^2d\eta\simeq\frac{4A^2}{F}\left[k(\eta_b)-k(\eta_a)\right],$$

which grows as $\sqrt{\eta_b}$. Real and imaginary parts of a complex $g_n$ obey the same argument. All $g_n$ must vanish, hence $\Psi=0$, and there is no bound state.

The proof rests on the separability of hydrogen and does not by itself cover other atoms. It also needs $F>0$: at $F=0$ and $E<0$, $k^2$ is negative at large $\eta$ and decaying solutions exist.

## What remains of the level

For real $E$, take the lowest $\xi$ solution with $m=0$ and start the $\eta$ solution with $g/\sqrt\eta\to1$ at the origin. Far out it is a sum of an incoming wave $a(E)e^{-i\tau}/\sqrt k$ and its complex conjugate, so $A^2=4|a(E)|^2$. Across a narrow resonance the $\xi$ function hardly changes, so the probability of finding the electron near the nucleus, at fixed outer amplitude, is very nearly proportional to $1/A^2$.

A resonance is a complex energy at which the incoming part vanishes. Close to a narrow one, $a(E)\simeq a'\,(E-E_r+i\Gamma/2)$ and

$$\frac1{A^2}\propto\frac{1}{(E-E_r)^2+\Gamma^2/4}.$$

This is a Lorentzian of full width $\Gamma$. A state prepared with this energy distribution has the survival amplitude $e^{-iE_rt-\Gamma t/2}$, hence the lifetime $1/\Gamma$. The exponential law is as good as the Lorentzian approximation.

To find the complex energy directly, put $\eta=te^{i\theta}$ with a small positive $\theta$. The leading outgoing factor $\exp(i\sqrt F\,\eta^{3/2}/3)$ then has modulus $\exp[-\sqrt F\,t^{3/2}\sin(3\theta/2)/3]$. It decays, so a basis of localized functions can represent it. The condition $Z_1(E)+Z_2(E)=1$ gives, at $F=0.06$,

$$E_r=-0.50920,\qquad \Gamma=5.151\times10^{-4},$$

and the lifetime is $1/\Gamma=1941.5$ a.u., about 47 fs for this fixed-nucleus model. An integration of the $\eta$ equation at real energies, with $Z_1$ computed as before, gives a peak at the same $E_r$ to within the spacing of the energy grid, with full width $5.152\times10^{-4}$.

The diffuse Gaussian basis itself was not at fault. Under $\mathbf r\to\mathbf re^{i\theta}$ the Hamiltonian becomes

$$H_\theta=e^{-2i\theta}\frac{p^2}{2}-\frac{e^{-i\theta}}{r}+e^{i\theta}Fz .$$

In the basis whose lowest real root is $-3.6026$, this operator with $\theta=0.35$ has the root $-0.509203-0.000257i$. Its imaginary part agrees with $-\Gamma/2=-0.000258$ to within $10^{-6}$. In a finite basis the root depends on $\theta$: here the imaginary part is $-0.000267$ at $\theta=0.1$ and $-0.000220$ at $\theta=0.7$, so $\theta$ must be chosen where the root is stationary. The diffuse functions ruin the variational reading of the lowest root, but some of them are needed for the outgoing wave. Lowering $\alpha_{\min}$ from 0.0625 to 0.03125 moves the imaginary part from $-0.000276$ to $-0.000258$; still more diffuse functions move the complex root by only about $2\times10^{-6}$.

## Weak fields: why the shifted level is still useful

For $F\to0$ the width follows from tunnelling in $\eta$. The field-free ground state $\psi=e^{-(\xi+\eta)/2}/\sqrt\pi$ corresponds to $E=-\tfrac12$, $Z_2=\tfrac12$ and $g=\sqrt\eta\,e^{-\eta/2}$, with $|\psi|^2=e^{-\xi}g^2/(\pi\eta)$. Match it to the semiclassical solution at a point $\eta_0$ with $1\ll\eta_0\ll F^{-1/2}$. In the barrier $\kappa^2=-k^2$, and to the order needed

$$\kappa\simeq\frac12\sqrt{1-F\eta}-\frac{1}{2\eta\sqrt{1-F\eta}} .$$

Integrating up to $\eta=1/F$ gives

$$2\int_{\eta_0}^{1/F}\kappa\,d\eta\simeq\frac{2}{3F}-\eta_0-\ln\frac{4}{F\eta_0}.$$

Let $\eta_t\simeq1/F$ be the outer turning point, near which $k\propto\sqrt{\eta-\eta_t}$. Continue the outgoing wave $Ck^{-1/2}\exp(i\int_{\eta_t}^{\eta}k\,d\eta)$ around $\eta_t$ through the upper half-plane, at a distance where the semiclassical form holds. There $\eta-\eta_t$ acquires the phase $\pi$, so $k\to i\kappa$, and the wave becomes $C(i\kappa)^{-1/2}\exp(+\int_{\eta}^{\eta_t}\kappa\,d\eta)$ with the same $|C|$. Matching this to $g$ at $\eta_0$ gives, beyond the barrier, the outgoing wave $k|g|^2=\kappa(\eta_0)g^2(\eta_0)\exp(-2\int\kappa\,d\eta)$, with $\kappa(\eta_0)\simeq\tfrac12$. Far out $\eta\simeq2|z|$, so the speed along $-z$ is $2k$, and the area element is $\pi\,d(\rho^2)\simeq\pi\eta\,d\xi$. The flux is

$$\Gamma=\int_0^\infty\frac{e^{-\xi}|g|^2}{\pi\eta}\,2k\,\pi\eta\,d\xi=2k|g|^2
=\eta_0e^{-\eta_0}\,e^{-2/(3F)}\,e^{\eta_0}\,\frac{4}{F\eta_0}.$$

The arbitrary matching point cancels:

$$\Gamma\simeq\frac4F\,e^{-2/(3F)}\qquad(F\to0).$$

The Stark corrections to $E$ and $Z_2$, of order $F^2$ and $F$, change the exponent by amounts that vanish in this limit. At the fields computed here, $F=0.03$ to $0.06$, the formula overestimates the width: the ratio of computed to leading-order width is 0.751 at $F=0.03$ and 0.517 at $F=0.06$. Extrapolation of the computed ratios to zero field gives 0.98, consistent with one.

At $F=0.001$ the formula gives a lifetime of about $10^{269}$ s. The level is not bound, but its decay has no practical consequence. The compact basis used above cannot reach the region beyond the barrier, which begins near $\eta=1/F=1000$. Its lowest root follows $-\tfrac12\alpha_dF^2$ relative to the field-free root, with a polarizability $\alpha_d=4.500$ a.u.

A finite-field calculation is therefore meaningful when the resonance is narrow on the energy scale of interest, the chosen root is the atom-like one, and no diffuse root lies close to it. The last condition is not implied by a small width: in the most diffuse basis of the table, near $F=0.0408$ where $\Gamma\approx5\times10^{-6}$, an avoided crossing halves the 1s weight and moves the atom-like root by $2.7\times10^{-4}$, about $50\,\Gamma$ or 7% of the Stark shift. Lowering the energy by adding diffuse functions is then no criterion of quality. When the width matters, the quantity to converge is the complex resonance energy. The numerical check that accompanies this text tests both the collapse and the resonance.

## Computed results

```
Field F = 0.060 a.u. = 3.0853e+10 V/m
Packet: s = 3.0, q = 0.050 a.u.; width = 10, L = 200 bohr
E = -3.0 hartree: axial, transverse, Coulomb residuals 0.01000, 0.00354, 0.00434; total <= 0.01495 hartree
E = 1.0 hartree: axial, transverse, Coulomb residuals 0.01000, 0.00354, 0.00469; total <= 0.01530 hartree
Resonance position E_r = -0.5092035 hartree
Resonance width Gamma = 5.15077e-04 hartree
Lifetime 1/Gamma = 1941.5 a.u. = 46.96 fs
Norm growth, eta 50 to 200: computed/asymptotic = 1.0035
A^2(eta=100)/A^2(eta=200) = 1.00001
Real-energy profile: peak -0.5092035 hartree, full width 5.15214e-04 hartree
Largest deviation from unit-height Lorentzian = 0.0046
F = 0.03 a.u.: Gamma = 2.2375e-08 hartree, ratio to weak-field formula = 0.7513
F = 0.04 a.u.: Gamma = 3.8927e-06 hartree, ratio to weak-field formula = 0.6737
F = 0.05 a.u.: Gamma = 7.7184e-05 hartree, ratio to weak-field formula = 0.5957
Ratio at F = 0.06 a.u. = 0.5170; extrapolated ratio at F = 0 is 0.9812
Basis: l = 0..8, exponent ratio 2, theta = 0.35 rad
alpha_min/bohr^-2; lowest; 1s-like; 1s weight; complex root (energies in hartree)
0.125000; -0.50783; -0.50783; 0.980; -0.509873 -0.000853i
0.062500; -0.50905; -0.50905; 0.971; -0.509180 -0.000276i
0.031250; -0.53523; -0.50893; 0.955; -0.509205 -0.000258i
0.015625; -0.85040; -0.50922; 0.958; -0.509204 -0.000257i
0.007812; -1.25590; -0.50924; 0.963; -0.509203 -0.000257i
0.003906; -1.79793; -0.50789; 0.775; -0.509203 -0.000257i
0.001953; -2.54836; -0.51044; 0.781; -0.509203 -0.000257i
0.000977; -3.60257; -0.51071; 0.718; -0.509203 -0.000257i
Weak field = 0.001 a.u.; compact basis l = 0..2, alpha_min = 0.03125 bohr^-2
Compact lowest root = -0.50000205 hartree; polarizability = 4.5001 a.u.
Added s,p exponent = 1.0e-07 bohr^-2; pair bound = -1.58114 hartree
Extended basis: lowest root = -1.58156 hartree; atom-like root = -0.50000205 hartree
Weak-field formula: log10(lifetime/second) = 269.3
```
